# Hellmann–Feynman Theorem for the Group Velocity of a Waveguide Mode: a program that tests the result

```python
"""Result under test: for a guided mode of a lossless, nondispersive waveguide,
    d(omega)/dk = P / U,
P = time-averaged guided power, U = time-averaged field energy per length.
Test system: circular rod (core permittivity EPS1, radius A) in a cladding
(EPS2), mode with angular factor exp(i*phi), fields ~ exp(i*k*z - i*omega*t).
k0 = omega/c, beta = propagation constant k.  All quantities are in SI units.
The slope comes from the boundary-matching roots, P and U from quadrature.
"""
import numpy as np
from scipy.constants import c, epsilon_0, mu_0
from scipy.optimize import brentq
from scipy.special import jv, jvp, kv, kvp

N1, N2, A, WAVELENGTH = 3.5, 1.5, 0.18e-6, 1.55e-6
EPS1, EPS2 = N1**2, N2**2
K0 = 2 * np.pi / WAVELENGTH
Z0 = mu_0 * c


def matching_terms(k0, beta, eps1):
    """Quantities entering continuity of the azimuthal fields at r = A."""
    u = np.sqrt(eps1 * k0**2 - beta**2)
    w = np.sqrt(beta**2 - EPS2 * k0**2)
    core = jvp(1, u * A) / (u * jv(1, u * A))
    clad = kvp(1, w * A) / (w * kv(1, w * A))
    q = (1 / u**2 + 1 / w**2) / A
    return u, w, q, core + clad, eps1 * core + EPS2 * clad


def mismatch(k0, beta, eps1=EPS1):
    _, _, q, x, y = matching_terms(k0, beta, eps1)
    return k0**2 * x * y - beta**2 * q**2


def roots(func, grid):
    values = np.array([func(g) for g in grid])
    places = np.where(values[:-1] * values[1:] < 0)[0]
    return [brentq(func, grid[i], grid[i + 1], xtol=1e-8, rtol=1e-15)
            for i in places]


def fields(k0, beta, r):
    """Cylindrical components (r, phi, z) of E and H, without exp(i*phi)."""
    u, w, q, x, _ = matching_terms(k0, beta, EPS1)
    b = beta * q / (k0 * x)          # Z0*Hz amplitude divided by i
    inside = r < A
    f = np.where(inside, jv(1, u * r) / jv(1, u * A),
                 kv(1, w * r) / kv(1, w * A))
    df = np.where(inside, u * jvp(1, u * r) / jv(1, u * A),
                  w * kvp(1, w * r) / kv(1, w * A))
    kappa2 = np.where(inside, u**2, -w**2)
    eps = np.where(inside, EPS1, EPS2)
    e = np.array([1j * (beta * df - k0 * b * f / r) / kappa2,
                  -(beta * f / r - k0 * b * df) / kappa2 + 0j,
                  f + 0j])
    h = np.array([-(beta * b * df - k0 * eps * f / r) / kappa2 + 0j,
                  1j * (k0 * eps * df - beta * b * f / r) / kappa2,
                  1j * b * f]) / Z0
    return e, h


def cartesian(k0, beta, point):
    px, py, pz = point
    r, phi = np.hypot(px, py), np.arctan2(py, px)
    rot = np.array([[np.cos(phi), -np.sin(phi), 0],
                    [np.sin(phi), np.cos(phi), 0], [0, 0, 1]])
    phase = np.exp(1j * (phi + beta * pz))
    e, h = fields(k0, beta, r)
    return rot @ e * phase, rot @ h * phase


def numerical_curls(k0, beta, point, step=1e-10):
    grad = np.zeros((2, 3, 3), complex)      # field, direction, component
    for d in range(3):
        shift = np.zeros(3)
        shift[d] = step
        plus = cartesian(k0, beta, point + shift)
        minus = cartesian(k0, beta, point - shift)
        for s in range(2):
            grad[s, d] = (plus[s] - minus[s]) / (2 * step)
    return [np.array([g[1, 2] - g[2, 1], g[2, 0] - g[0, 2],
                      g[0, 1] - g[1, 0]]) for g in grad]


def z_cross(e, h):
    """z component of e x h."""
    return e[0] * h[1] - e[1] * h[0]


# Mode at the working frequency
beta_grid = np.linspace(1.001 * N2 * K0, 0.999 * N1 * K0, 600)
found = roots(lambda b: mismatch(K0, b), beta_grid)
assert len(found) == 1
BETA = found[0]
OMEGA = c * K0
W = matching_terms(K0, BETA, EPS1)[1]

# The fields obey Maxwell's curl equations in both regions
curl_error = 0.0
for point, eps in ((np.array([0.05e-6, 0.09e-6, 0.03e-6]), EPS1),
                   (np.array([0.20e-6, 0.15e-6, 0.03e-6]), EPS2)):
    e, h = cartesian(K0, BETA, point)
    curl_e, curl_h = numerical_curls(K0, BETA, point)
    right_e = 1j * OMEGA * mu_0 * h
    right_h = -1j * OMEGA * epsilon_0 * eps * e
    for left, right in ((curl_e, right_e), (curl_h, right_h)):
        curl_error = max(curl_error, np.linalg.norm(left - right)
                         / np.linalg.norm(right))
assert curl_error < 1e-5      # second-order finite-difference error

# Interface conditions, including those not used to fix the amplitudes
e_in, h_in = fields(K0, BETA, A * (1 - 1e-9))
e_out, h_out = fields(K0, BETA, A * (1 + 1e-9))
assert np.allclose(h_in, h_out, rtol=1e-6, atol=1e-6 * abs(h_in).max())
assert np.allclose(e_in[1:], e_out[1:], rtol=1e-6, atol=1e-6)
assert abs(EPS1 * e_in[0] / (EPS2 * e_out[0]) - 1) < 1e-6

# Quadrature over the cross-section
x, wx = np.polynomial.legendre.leggauss(140)
outer = 25 / W
R = np.concatenate((A * (x + 1) / 2, A + outer * (x + 1) / 2))
AREA = 2 * np.pi * R * np.concatenate((wx * A / 2, wx * outer / 2))
CORE = R < A
EPS = np.where(CORE, EPS1, EPS2)
E, H = fields(K0, BETA, R)
flux = 0.5 * z_cross(E, H.conj()).real
u_el = 0.25 * epsilon_0 * EPS * (abs(E)**2).sum(axis=0)
u_mag = 0.25 * mu_0 * (abs(H)**2).sum(axis=0)
P = AREA @ flux
U_EL, U_MAG = AREA @ u_el, AREA @ u_mag
U = U_EL + U_MAG
v_energy = P / U


def slope(core_eps):
    """Central difference of omega(beta) from the matching roots."""
    step = 1e-4 * BETA
    near = K0 * np.linspace(0.99, 1.01, 4)
    ends = []
    for b in (BETA - step, BETA + step):
        r = roots(lambda k: mismatch(k, b, core_eps(k)), near)
        assert len(r) == 1
        ends.append(r[0])
    return c * (ends[1] - ends[0]) / (2 * step)


v_group = slope(lambda k: EPS1)
assert abs(v_energy / v_group - 1) < 1e-6
assert abs(U_EL / U_MAG - 1) < 1e-8
assert np.all(abs(flux) <= c / np.sqrt(EPS) * (u_el + u_mag) * (1 + 1e-9))
assert v_group < c / N2
assert abs(OMEGA / BETA / v_energy - 1) > 0.05    # not the phase velocity

# Exact identity between two separated modes of the same branch
secants = []
for factor in (1.2, 1.05, 1.01):
    beta2 = factor * BETA
    k_grid = np.linspace(1.001 * beta2 / N1, 0.999 * beta2 / N2, 600)
    k2 = roots(lambda k: mismatch(k, beta2), k_grid)[0]
    E2, H2 = fields(k2, beta2, R)
    top = AREA @ (z_cross(E.conj(), H2) + z_cross(E2, H.conj()))
    bottom = AREA @ (epsilon_0 * EPS * (E.conj() * E2).sum(axis=0)
                     + mu_0 * (H.conj() * H2).sum(axis=0))
    from_roots = c * (k2 - K0) / (beta2 - BETA)
    from_fields = top / bottom
    assert abs(from_fields / from_roots - 1) < 1e-7
    secants.append((factor, from_roots / c, from_fields.real / c))

# Core permittivity linear in frequency, unchanged at the working frequency
SLOPE = 0.1       # (omega/eps) d(eps)/d(omega) in the core
v_disp = slope(lambda k: EPS1 * (1 + SLOPE * (k / K0 - 1)))
U_disp = U + SLOPE * (AREA[CORE] @ u_el[CORE])
assert abs(P / U_disp / v_disp - 1) < 1e-6
assert abs(v_energy / v_disp - 1) > 0.01

scale = 1e-3 / P                       # fields rescaled to 1 mW
pj = 1e12 * scale
core_power = AREA[CORE] @ flux[CORE] / P
core_energy = AREA[CORE] @ (u_el + u_mag)[CORE] / U
print(f"core index {N1}, cladding index {N2} (dimensionless)")
print(f"core radius = {A*1e6:.2f} um")
print(f"vacuum wavelength = {WAVELENGTH*1e6:.2f} um")
print(f"angular frequency omega = {OMEGA:.6e} rad/s")
print(f"propagation constant k = {BETA*1e-6:.6f} rad/um")
print(f"number of exp(i phi) modes found = {len(found)}")
print(f"phase index c k/omega = {BETA/K0:.6f}")
print(f"largest relative curl-equation error = {curl_error:.1e}")
print(f"guided power P (set by scaling) = {P*scale*1e3:.6f} mW")
print(f"electric energy per length = {U_EL*pj:.6f} pJ/m")
print(f"magnetic energy per length = {U_MAG*pj:.6f} pJ/m")
print(f"total energy per length U = {U*pj:.6f} pJ/m")
print(f"P/U from fields = {v_energy:.6e} m/s")
print(f"d omega/dk from roots = {v_group:.6e} m/s")
print(f"relative difference = {abs(v_energy/v_group-1):.1e}")
print(f"P/U in units of c = {v_energy/c:.6f}")
print(f"group index c U/P = {c/v_energy:.6f}")
print(f"core fraction of power = {core_power:.4f}")
print(f"core fraction of energy = {core_energy:.4f}")
print("finite identity: k2/k1, secant/c (roots), secant/c (fields)")
for factor, a_val, b_val in secants:
    print(f"  {factor:.2f}  {a_val:.8f}  {b_val:.8f}")
print(f"dispersive core: (omega/eps) d eps/d omega = {SLOPE}")
print(f"  slope from roots = {v_disp/c:.6f} c")
print(f"  P/U, nondispersive energy = {v_energy/c:.6f} c")
print(f"  P/U, corrected energy = {P/U_disp/c:.6f} c")
print(f"  corrected energy per length at 1 mW = {U_disp*pj:.6f} pJ/m")
print("OK")
```

Output:

```
core index 3.5, cladding index 1.5 (dimensionless)
core radius = 0.18 um
vacuum wavelength = 1.55 um
angular frequency omega = 1.215259e+15 rad/s
propagation constant k = 9.139125 rad/um
number of exp(i phi) modes found = 1
phase index c k/omega = 2.254532
largest relative curl-equation error = 4.0e-07
guided power P (set by scaling) = 1.000000 mW
electric energy per length = 7.533588 pJ/m
magnetic energy per length = 7.533588 pJ/m
total energy per length U = 15.067177 pJ/m
P/U from fields = 6.636944e+07 m/s
d omega/dk from roots = 6.636944e+07 m/s
relative difference = 1.9e-09
P/U in units of c = 0.221385
group index c U/P = 4.517026
core fraction of power = 0.7934
core fraction of energy = 0.8185
finite identity: k2/k1, secant/c (roots), secant/c (fields)
  1.20  0.22295757  0.22295757
  1.05  0.22156782  0.22156782
  1.01  0.22140578  0.22140578
dispersive core: (omega/eps) d eps/d omega = 0.1
  slope from roots = 0.212543 c
  P/U, nondispersive energy = 0.221385 c
  P/U, corrected energy = 0.212543 c
  corrected energy per length at 1 mW = 15.693941 pJ/m
OK
```
